**Racah jK pairs from a five-electron core**

For a \(p^5\) core with \(j=3/2\) and an outer electron of orbital momentum \(l\), the direct quadrupole integral \(F_2\) places the levels \(K=j+l\) (vector sum), each a pair \(J=K\pm1/2\). The program builds the interaction from five-electron determinants and angular quadrature, and asserts the derived pair positions for \(l=2\) to 5. It also asserts the coupling between the two core levels, the spinless-core energies, and the pair splitting caused by the outer spin-orbit term. For the radial model it asserts that \(F_2\) agrees within 1% with \(\langle r^2\rangle\langle r^{-3}\rangle\) for \(l\ge3\), and that exchange falls steeply relative to \(F_2\). In the 4f example, with \(F_2\) near 697 microhartree, the pairs lie at about −112, −47, +26 and +92 microhartree and are split by less than 0.6 microhartree. The smallest jK weight of the \(j=3/2\) levels rises from 0.947 for 3d to 0.9999 for 4f. Core polarization and the magnetic interaction of the core moment with the outer electron are not included.

## Numerical check

```python
"""Racah jK pair coupling for p^5 plus one outer electron of orbital momentum l.

Result under test: with core level j=3/2, K=j+l and J=K+-1/2, the direct
quadrupole interaction F2 (full Slater integral) places the pairs at
  K=l+3/2: -F2*l/(5(2l+3))      K=l+1/2: +F2*(l+3)/(5(2l+3))
  K=l-1/2: +F2*(l-2)/(5(2l-1))  K=l-3/2: -F2*(l+1)/(5(2l-1))
and leaves both J members of a pair degenerate.
The independent side uses five-electron core determinants, angular integrals
by quadrature, and diagonalization. G[k]: exchange integrals; zeta: spin-orbit
constants; delta=1.5*zeta_p: core splitting. Hartree atomic units.
The common monopole energy is omitted.
"""
import numpy as np
from math import factorial, sqrt
from scipy.special import lpmv
from scipy.constants import alpha, physical_constants

TO_CM = physical_constants['hartree-inverse meter relationship'][0] / 100
XG, WG = np.polynomial.legendre.leggauss(60)


def theta(l, m):
    """Normalized polar part of a spherical harmonic on the quadrature grid."""
    a = abs(m)
    v = sqrt((2*l+1)/2*factorial(l-a)/factorial(l+a))*lpmv(a, l, XG)
    return v if m >= 0 else (-1)**a*v


def tensor(l1, k, q, l2):
    """Spin-orbital matrix of the Racah-normalized harmonic C_kq."""
    mat = np.zeros((2*l1+1, 2*l2+1))
    for m2 in range(-l2, l2+1):
        m1 = m2+q
        if abs(m1) <= l1:
            mat[m1+l1, m2+l2] = sqrt(2/(2*k+1))*np.sum(
                WG*theta(l1, m1)*theta(k, q)*theta(l2, m2))
    return np.kron(mat, np.eye(2))


def shell(l):
    """Orbital and spin vectors, each stored as (z component, raising part)."""
    m = np.arange(-l, l+1)
    up = np.diag(np.sqrt(l*(l+1)-m[:-1]*(m[:-1]+1.0)), -1)
    orb = np.array([np.kron(np.diag(m*1.0), np.eye(2)), np.kron(up, np.eye(2))])
    one = np.eye(2*l+1)
    spin = np.array([np.kron(one, np.diag([0.5, -0.5])),
                     np.kron(one, np.array([[0.0, 1.0], [0.0, 0.0]]))])
    return orb, spin


def dot(a, b):
    return a[0] @ b[0] + 0.5*(a[1] @ b[1].T + a[1].T @ b[1])


def core_transitions():
    """Matrices of a+_p a_r among the six five-electron determinants."""
    dets = [63 ^ (1 << h) for h in range(6)]
    op = np.zeros((6, 6, 6, 6))
    for col, det in enumerate(dets):
        for r in range(6):
            if not det >> r & 1:
                continue
            s1 = (-1)**bin(det & ((1 << r)-1)).count('1')
            mid = det ^ (1 << r)
            for p in range(6):
                if mid >> p & 1:
                    continue
                s2 = (-1)**bin(mid & ((1 << p)-1)).count('1')
                op[p, r, dets.index(mid | (1 << p)), col] = s1*s2
    return op


TRANS = core_transitions()


def to_core(one_electron):
    return np.einsum('pr,prab->ab', one_electron, TRANS)


def build(l):
    """All operators in the product space of core determinants and outer electron."""
    n = 2*(2*l+1)
    lp, sp = shell(1)
    lo, so = shell(l)
    core_j = np.array([np.kron(to_core(v), np.eye(n)) for v in lp+sp])
    out_l = np.array([np.kron(np.eye(6), v) for v in lo])
    out_s = np.array([np.kron(np.eye(6), v) for v in so])
    quad = sum((-1)**q*np.kron(to_core(tensor(1, 2, q, 1)), tensor(l, 2, -q, l))
               for q in range(-2, 3))
    exch = {}
    for k in (l-1, l+1):
        x = sum((-1)**q*np.einsum('pg,fr->prfg', tensor(1, k, q, l),
                                  tensor(l, k, -q, 1)) for q in range(-k, k+1))
        exch[k] = -np.einsum('prfg,prab->afbg', x, TRANS,
                             optimize=True).reshape(6*n, 6*n)
    core_so = np.kron(to_core(dot(lp, sp)), np.eye(n))
    p32 = (np.eye(6*n)-core_so)/1.5
    kvec = core_j+out_l
    kval, kvecs = np.linalg.eigh(dot(kvec, kvec))
    proj = {}
    for kk in (l-1.5, l-0.5, l+0.5, l+1.5):
        v = kvecs[:, abs(kval-kk*(kk+1)) < 1e-6]
        proj[kk] = v @ v.T @ p32
    jvec = kvec+out_s
    jval, jvecs = np.linalg.eigh(dot(jvec, jvec))
    jspace = {j: jvecs[:, abs(jval-j*(j+1)) < 1e-6] for j in range(l-2, l+3)}
    return dict(quad=quad, exch=exch, core=core_so+0.5*np.eye(6*n), p32=p32,
                outer=dot(out_l, out_s), proj=proj, jspace=jspace,
                kproj_low=kvecs[:, abs(kval-(l-0.5)*(l+0.5)) < 1e-6])


def pair_coeff(l):
    """Derived first-order pair positions in units of F2."""
    return {l-1.5: -(l+1)/(5*(2*l-1)), l+1.5: -l/(5*(2*l+3)),
            l-0.5: (l-2)/(5*(2*l-1)), l+0.5: (l+3)/(5*(2*l+3))}


def mix_squared(l):
    """Derived squared coupling of j=3/2 and j=1/2 in units of F2 squared."""
    return {l-0.5: (l+1)/(25*(2*l-1)), l+0.5: l/(25*(2*l+3))}


def two_level(l, kk, f2, delta):
    c, m2 = pair_coeff(l)[kk]*f2, mix_squared(l)[kk]*f2**2
    return np.linalg.eigvalsh([[c, sqrt(m2)], [sqrt(m2), delta]])


# A core with M_L=1 and M_S=1/2 misses the orbital m=-1, spin down.
core_c20 = to_core(tensor(1, 2, 0, 1))[1, 1]
assert abs(core_c20-0.2) < 1e-12
assert abs(tensor(1, 2, 0, 1)[4, 4]+0.2) < 1e-12

OPS = {l: build(l) for l in range(2, 6)}
for l, o in OPS.items():
    q = o['quad']
    p12 = np.eye(len(q))-o['p32']
    assert np.allclose(p12 @ q @ p12, 0, atol=1e-11)
    for kk, c in pair_coeff(l).items():
        p = o['proj'][kk]
        assert abs(np.trace(p)-2*(2*kk+1)) < 1e-8
        assert np.allclose(p @ q @ p, c*p, atol=1e-11)
        val, vec = np.linalg.eigh(p)
        v = vec[:, val > 0.5]
        b = (kk*(kk+1)+l*(l+1)-3.75)/(2*kk*(kk+1))
        expect = [b*kk/2]*round(2*kk+2)+[-b*(kk+1)/2]*round(2*kk)
        got = np.linalg.eigvalsh(v.T @ o['outer'] @ v)
        assert np.allclose(got, sorted(expect), atol=1e-10)
        # Exchange inside one pair also gives only the two J energies.
        for k in o['exch']:
            ex = np.linalg.eigvalsh(v.T @ o['exch'][k] @ v)
            options = []
            for n_low in (round(2*kk), round(2*kk+2)):
                options.append(max(np.ptp(ex[:n_low]), np.ptp(ex[n_low:])))
            assert min(options) < 1e-10
    # Without core spin-orbit coupling the total orbital momentum labels levels.
    eps = {l+1: -l/(5*(2*l+3)), l: 0.2, l-1: -(l+1)/(5*(2*l-1))}
    expect = sorted(e for big_l, e in eps.items() for _ in range(4*(2*big_l+1)))
    assert np.allclose(np.linalg.eigvalsh(q), expect, atol=1e-11)
    # Comparable F2 and core splitting: a demanding test of the mixing formula.
    expect = []
    for kk in pair_coeff(l):
        es = (two_level(l, kk, 1.0, 1.05) if kk in mix_squared(l)
              else [pair_coeff(l)[kk]])
        expect += [e for e in es for _ in range(round(2*(2*kk+1)))]
    got = np.linalg.eigvalsh(q+0.7*o['core'])
    assert np.allclose(got, sorted(expect), atol=1e-10)

# Radial model: core p function r^2 exp(-a r), outer function with n=l+1.
a_core, zeta_p = 2.0, 0.01
delta = 1.5*zeta_p
xr, wr = np.polynomial.legendre.leggauss(400)
root_r = (xr+1)/2*sqrt(250.0)
R = root_r**2
WR = wr/2*sqrt(250.0)*2*root_r
xu, wu = np.polynomial.legendre.leggauss(300)
root_u = (xu+1)/2
U = root_u**2
WU = wu*root_u


def p_core(r):
    return sqrt((2*a_core)**5/factorial(4))*r**2*np.exp(-a_core*r)


def p_outer(l, r):
    n = l+1
    return sqrt((2/n)**(2*n+1)/factorial(2*n))*r**n*np.exp(-r/n)


def slater(k, rho1, rho2):
    """Double radial integral, with the smaller radius written as r*u."""
    inner = R[:, None]*U[None, :]
    f = rho1(R)[:, None]*rho2(inner)+rho2(R)[:, None]*rho1(inner)
    return WR @ f @ (WU*U**k)


r2_core = np.sum(WR*R**2*p_core(R)**2)
assert abs(np.sum(WR*p_core(R)**2)-1) < 1e-10


def radial(l):
    rm3 = 1/((l+1)**3*l*(l+0.5)*(l+1))
    assert abs(np.sum(WR*p_outer(l, R)**2/R**3)/rm3-1) < 1e-8
    f2 = slater(2, lambda r: p_core(r)**2, lambda r: p_outer(l, r)**2)

    def over(r):
        return p_core(r)*p_outer(l, r)
    g = {k: slater(k, over, over) for k in (l-1, l+1)}
    return f2, g, alpha**2/2*rm3, rm3


def solve(l, f2, g, zeta_l):
    """Levels of the full model: j=3/2 keyed by (K,J), and the j=1/2 list."""
    o = OPS[l]
    h = f2*o['quad']+zeta_p*o['core']+zeta_l*o['outer']
    h = h+sum(g[k]*o['exch'][k] for k in g)
    lower, upper = {}, []
    for j, v in o['jspace'].items():
        e, u = np.linalg.eigh(v.T @ h @ v)
        w = v @ u
        size = 2*j+1
        ks = sorted((kk for kk in pair_coeff(l) if abs(abs(kk-j)-0.5) < 1e-9),
                    key=lambda kk: pair_coeff(l)[kk])
        for i in range(len(e)//size):
            block = w[:, i*size:(i+1)*size]
            energy = e[i*size:(i+1)*size].mean()
            if i < len(ks):
                weight = np.sum(block*(o['proj'][ks[i]] @ block))/size
                lower[ks[i], j] = energy, weight
            else:
                weight = np.sum((o['kproj_low'].T @ block)**2)/size
                upper.append((j, energy, weight))
    return lower, upper


def splittings(l, levels):
    return {kk: levels[kk, round(kk+0.5)][0]-levels[kk, round(kk-0.5)][0]
            for kk in pair_coeff(l)}


data = {l: radial(l) for l in OPS}
trend = {}
for l, (f2, g, zl, rm3) in data.items():
    full, _ = solve(l, f2, g, zl)
    only_ex, _ = solve(l, f2, g, 0.0)
    only_so, _ = solve(l, f2, {k: 0.0 for k in g}, zl)
    span = np.ptp(list(pair_coeff(l).values()))*f2
    ex = max(abs(s) for s in splittings(l, only_ex).values())/span
    so = max(abs(s) for s in splittings(l, only_so).values())/span
    trend[l] = (g[l-1]/f2, ex, so, min(w for _, w in full.values()))
    if l >= 3:
        assert abs(f2/(r2_core*rm3)-1) < 0.01
        assert trend[l][0] < trend[l-1][0]/5
        assert trend[l][1] < trend[l-1][1]
        assert trend[l][3] > 0.99

l = 3
f2, g, zl, rm3 = data[l]
full, upper = solve(l, f2, g, zl)
print(f'core exponent = {a_core:.1f} 1/bohr')
print(f'core <r^2> = {r2_core:.4f} bohr^2')
print(f'4f <r^-3> = {rm3:.4e} bohr^-3')
print(f'zeta_p = {zeta_p*1e6:.0f} microhartree')
print(f'core splitting delta = {delta*1e6:.0f} microhartree')
print(f'core C20 for M_L=1 = {core_c20:+.3f} (no unit)')
print(f'4f F2 = {f2*1e6:.3f} microhartree')
print(f'4f <r^2><r^-3> estimate = {r2_core*rm3*1e6:.3f} microhartree')
for k in g:
    print(f'4f G{k} = {g[k]*1e6:.4f} microhartree')
print(f'4f zeta_l = {zl*1e6:.5f} microhartree')
print('4f pairs: K, coefficient of F2, formula, full centroid')
for kk, c in pair_coeff(l).items():
    js = (round(kk-0.5), round(kk+0.5))
    center = sum((2*j+1)*full[kk, j][0] for j in js)/sum(2*j+1 for j in js)
    reference = two_level(l, kk, f2, delta)[0] if kk in mix_squared(l) else c*f2
    assert abs(center-reference) < sum(g.values())+l*zl
    print(f' K={kk:.1f} {c:+.5f} {c*f2*1e6:+.3f} {center*1e6:+.3f} microhartree'
          f' (formula {c*f2*TO_CM:+.2f} cm^-1)')
print('4f full model, j=3/2: K, J, energy, jK weight')
for (kk, j), (e, w) in sorted(full.items(), key=lambda item: item[1][0]):
    print(f' K={kk:.1f} J={j} {e*1e6:+.4f} microhartree, weight {w:.6f}')
ex_split = splittings(l, solve(l, f2, g, 0.0)[0])
so_split = splittings(l, solve(l, f2, {k: 0.0 for k in g}, zl)[0])
print('4f splitting E(K+1/2)-E(K-1/2): exchange only, zeta_l only')
for kk in pair_coeff(l):
    print(f' K={kk:.1f} {ex_split[kk]*1e6:+.5f} {so_split[kk]*1e6:+.5f}'
          ' microhartree')
print('4f j=1/2, F2 only: K, M^2/delta, exact rise above delta')
for kk, m2 in mix_squared(l).items():
    second = m2*f2**2/delta
    exact = two_level(l, kk, f2, delta)[1]-delta
    assert abs(second/exact-1) < 0.02
    print(f' K={kk:.1f} {second*1e6:.4f} {exact*1e6:.4f} microhartree')
print('4f full model, j=1/2: J, energy minus delta, weight of K=2.5')
for j, e, w in upper:
    print(f' J={j} {(e-delta)*1e6:+.4f} microhartree, weight {w:.4f}')
print('trend: F2; ratios G(l-1)/F2, exchange split/span, zeta_l split/span')
for l, (ratio, ex, so, w) in trend.items():
    print(f' l={l} F2={data[l][0]*1e6:.2f} microhartree; {ratio:.2e} {ex:.2e}'
          f' {so:.2e}; min jK weight {w:.5f}')
print('large l: coefficients of F2 for K-l = -3/2, +3/2, -1/2, +1/2')
for l in (10, 100):
    print(f' l={l} '+' '.join(f'{c:+.4f}' for c in pair_coeff(l).values()))
print('all good')
```

Running it gives:

```
core exponent = 2.0 1/bohr
core <r^2> = 1.8750 bohr^2
4f <r^-3> = 3.7202e-04 bohr^-3
zeta_p = 10000 microhartree
core splitting delta = 15000 microhartree
core C20 for M_L=1 = +0.200 (no unit)
4f F2 = 697.207 microhartree
4f <r^2><r^-3> estimate = 697.545 microhartree
4f G2 = 1.9273 microhartree
4f G4 = 1.2569 microhartree
4f zeta_l = 0.00991 microhartree
4f pairs: K, coefficient of F2, formula, full centroid
 K=1.5 -0.16000 -111.553 -111.942 microhartree (formula -24.48 cm^-1)
 K=4.5 -0.06667 -46.480 -47.122 microhartree (formula -10.20 cm^-1)
 K=2.5 +0.04000 +27.888 +26.272 microhartree (formula +6.12 cm^-1)
 K=3.5 +0.13333 +92.961 +91.815 microhartree (formula +20.40 cm^-1)
4f full model, j=3/2: K, J, energy, jK weight
 K=1.5 J=1 -112.3079 microhartree, weight 1.000000
 K=1.5 J=2 -111.7227 microhartree, weight 0.999989
 K=4.5 J=5 -47.2006 microhartree, weight 1.000000
 K=4.5 J=4 -47.0268 microhartree, weight 0.999999
 K=2.5 J=3 +26.1264 microhartree, weight 0.999931
 K=2.5 J=2 +26.4761 microhartree, weight 0.999920
 K=3.5 J=3 +91.7742 microhartree, weight 0.999971
 K=3.5 J=4 +91.8466 microhartree, weight 0.999970
4f splitting E(K+1/2)-E(K-1/2): exchange only, zeta_l only
 K=1.5 +0.55352 +0.03170 microhartree
 K=4.5 -0.20683 +0.03302 microhartree
 K=2.5 -0.37843 +0.02887 microhartree
 K=3.5 +0.04222 +0.03019 microhartree
4f j=1/2, F2 only: K, M^2/delta, exact rise above delta
 K=2.5 1.0370 1.0389 microhartree
 K=3.5 0.4321 0.4348 microhartree
4f full model, j=1/2: J, energy minus delta, weight of K=2.5
 J=2 +0.7397 microhartree, weight 1.0000
 J=3 -0.3194 microhartree, weight 0.0001
 J=3 +0.3181 microhartree, weight 0.9999
 J=4 -0.1620 microhartree, weight 0.0000
trend: F2; ratios G(l-1)/F2, exchange split/span, zeta_l split/span
 l=2 F2=4504.58 microhartree; 1.02e-01 1.79e-01 9.73e-05; min jK weight 0.94683
 l=3 F2=697.21 microhartree; 2.76e-03 2.71e-03 1.61e-04; min jK weight 0.99992
 l=4 F2=166.67 microhartree; 2.70e-05 2.10e-05 2.29e-04; min jK weight 1.00000
 l=5 F2=52.61 microhartree; 1.27e-07 8.16e-08 2.98e-04; min jK weight 1.00000
large l: coefficients of F2 for K-l = -3/2, +3/2, -1/2, +1/2
 l=10 -0.1158 -0.0870 +0.0842 +0.1130
 l=100 -0.1015 -0.0985 +0.0985 +0.1015
all good
```
